# Why a crystal of Hookean springs is not harmonic

Take a bond whose energy depends only on the distance between its two atoms and is quadratic in the extension from its natural length $L$, with stiffness $k$. Let $l$ be the component of the atoms' relative displacement along the bond, and let $t_1,t_2$ be the two components across it, with $t^2=t_1^2+t_2^2$. What cubic terms can its energy contain?

Rotation about the bond axis leaves the energy unchanged, so only $l^3$ and $l\,t^2$ are allowed. A purely longitudinal displacement changes the length by $l$ and costs $kl^2/2$, so there is no $l^3$ term. The only parameters are $k$ and $L$, and the coefficient of a cubic term has the dimension of energy over length cubed. The cubic energy must therefore be $c\,(k/L)\,l\,t^2$, with $c$ a pure number.

Rotating the whole bond fixes $c$. A bond turned by a small angle has $t\neq0$ and $l=-t^2/(2L)$ to leading order. Its length is unchanged, so it exerts no force. At second order in $t$ the longitudinal force balance reads
$$
\frac{\partial V}{\partial l}=kl+c\,\frac{k}{L}t^2=-\frac{kt^2}{2L}+c\,\frac{kt^2}{L}=0 ,
$$
which gives $c=1/2$. The cubic term is thus required by the fact that a bond can be turned without cost.

## One unstretched spring

A crystal is harmonic if its energy is quadratic in the Cartesian displacements of its atoms, so that all forces are linear in them. The spring energy
$$
V=\frac{k}{2}(r-L)^2,\qquad r=\sqrt{(L+l)^2+t^2},
$$
is quadratic in $r-L$, but $r$ is not a linear function of the displacements. Expanding the root for small $t$ gives
$$
r=L+l+\frac{t^2}{2(L+l)}+O(t^4),
$$
and expanding the denominator for small $l$ gives
$$
r-L=l+\frac{t^2}{2L}-\frac{l\,t^2}{2L^2}+O(4),
$$
where $O(n)$ stands for terms of order $n$ in the displacements. In the square, the omitted fourth-order terms multiply at least one factor $l$ or $t^2$ and first appear at fifth order. Hence
$$
(r-L)^2=l^2+\frac{l\,t^2}{L}+\frac{t^4}{4L^2}-\frac{l^2t^2}{L^2}+O(5),
$$
$$
V=\frac{k}{2}l^2+\frac{k}{2L}\,l\,t^2+\frac{k}{8L^2}t^4-\frac{k}{2L^2}l^2t^2+O(5).
$$

A cubic constant is here a third derivative, not a Taylor coefficient. Differentiating $t_1^2$ twice gives a factor 2, so
$$
\frac{\partial^3V}{\partial l\,\partial t_1^2}=\frac{\partial^3V}{\partial l\,\partial t_2^2}=\frac{k}{L},
$$
and all other independent cubic constants vanish. The quartic constants follow in the same way: $-2k/L^2$ for $llt_1t_1$, $3k/L^2$ for $t_1t_1t_1t_1$ and $k/L^2$ for $t_1t_1t_2t_2$.

For numbers, take $k=3.0$ eV/Å$^2$ and $L=2.7$ Å. Then
$$
\frac{k}{L}=\frac{3.0}{2.7}=1.11\ \text{eV/Å}^3=1.78\times10^{11}\ \text{N/m}^2 .
$$
Displace the bond by $l=0.07$ Å and $t=0.11$ Å. The quadratic energy is $\tfrac12(3.0)(0.07)^2$ eV $=7.350$ meV. The cubic energy is $3.0(0.07)(0.11)^2/(2\times2.7)$ eV $=0.471$ meV, or 6.4 % of the quadratic part. The quartic part is $-0.005$ meV, and the full energy is 7.816 meV.

The ratio of cubic to quadratic energy is $t^2/(Ll)$. It is small when $l$ and $t$ are comparable and both are much smaller than $L$. For a nearly pure rotation $l$ is itself of order $t^2/L$, and the cubic term is then as important as the quadratic one. Setting $l=L(\cos\theta-1)$ and $t=L\sin\theta$, the quadratic, cubic and quartic parts contribute at order $\theta^4$
$$
kL^2\theta^4\left(\frac18-\frac14+\frac18\right)=0 .
$$
Keeping the quadratic part alone would charge $kL^2\theta^4/8$ for turning a bond that has not changed its length.

## The same spring in a crystal

Join the nearest neighbours of an fcc crystal by such springs, all unstretched. The bond between atoms $i$ and $j$ depends on $\mathbf u_j-\mathbf u_i$, so each derivative with respect to $\mathbf u_i$ brings a factor $-1$. Differentiate the crystal energy once with respect to the longitudinal displacement of $i$, once with respect to its transverse displacement, and once with respect to the transverse displacement of $j$. Only the bond $ij$ contains both atoms, so no other bond can cancel the result:
$$
\frac{\partial^3E}{\partial u_{i,l}\,\partial u_{i,t}\,\partial u_{j,t}}=(-1)^2\frac{k}{L}=+\frac{k}{L}.
$$
A finite-difference evaluation in a periodic crystal of 64 atoms gives 1.1111 eV/Å$^3$, equal to $k/L$ to the digits shown.

In a harmonic crystal, energy placed in modes of one frequency stays there. Here the cubic energy produces forces quadratic in the initial amplitude $A$. They drive other modes to amplitudes of order $A^2$ and energies of order $A^4$. Since the total energy is of order $A^2$, the leaked fraction should grow as $A^2$.

This was tested by following the motion at fixed cell, starting at rest from a mixture of the modes with the lowest non-zero frequency. After three periods the leaked fraction is $9.77\times10^{-6}$ for an rms displacement of 0.005 Å per atom, and $3.91\times10^{-5}$ for the same pattern at 0.010 Å. The ratio is 4.000. These fractions belong to this starting pattern and this time; they are not phonon scattering rates.

## The general statement

Let a bond have a smooth central energy $V(r)$ and length $L>0$, with derivatives taken at $r=L$. In three dimensions:

1. Its independent cubic constants are
$$
\phi_{lll}=V''',\qquad \phi_{ltt}=\frac{1}{L}\left(V''-\frac{V'}{L}\right),
$$
the second holding for each transverse direction, and the others vanish.
2. The energy is quadratic in the displacements over a range of lengths if and only if $V=\kappa r^2/2+\text{constant}$ in that range.

**Proof of 1.** Write $x=r-L$ and expand $V=V(L)+V'x+V''x^2/2+V'''x^3/6+\dots$ The expansions above show that the cubic part of $x$ is $-lt^2/(2L^2)$, that of $x^2$ is $lt^2/L$, and that of $x^3$ is $l^3$. The cubic energy is therefore
$$
\frac{V'''}{6}l^3+\frac{1}{2L}\left(V''-\frac{V'}{L}\right)l\,t^2,
$$
and three derivatives give the stated constants.

**Proof of 2.** If the energy is quadratic in the displacements, its third derivatives vanish at every length in the range. Then
$$
0=\phi_{ltt}(r)=\frac{V''}{r}-\frac{V'}{r^2}=\frac{d}{dr}\left(\frac{V'}{r}\right),
$$
so $V'=\kappa r$ and $V=\kappa r^2/2+\text{constant}$. Conversely,
$$
\frac{\kappa}{2}r^2=\frac{\kappa}{2}\left(L^2+2Ll+l^2+t^2\right)
$$
has no term beyond second order. This completes the proof.

The phrase "quadratic in length" thus needs care. A spring of zero natural length is quadratic in its length and harmonic. In an fcc crystal its linear terms cancel between opposite bonds, though the cell must be held fixed to keep the crystal from collapsing. In the leak test such a crystal gave a fraction of $4.5\times10^{-24}$, which is rounding error.

For natural length $b$ and actual length $L$, $V'=k(L-b)$ and
$$
\phi_{ltt}=\frac1L\left[k-\frac{k(L-b)}{L}\right]=\frac{kb}{L^2}.
$$
At $L=b$ this is $k/L$. For $L\gg b$ it is smaller than $k/L$ by the factor $b/L$, so a strongly stretched spring approaches the harmonic case.

A second exception is a chain whose atoms are confined to its line. With $t=0$ the energy is $kl^2/2$ as long as neighbours do not pass through each other, and the chain is harmonic.

## What the constant does to the frequencies

The quantity $V'/r$ is the transverse stiffness of a bond, and $\phi_{ltt}$ is its derivative with respect to length. An unstretched bond has no transverse stiffness, but stretching it creates some.

For an fcc crystal with atomic mass $M$, let $b$ now label the six bonds per atom, with vectors $\mathbf R_b$ and directions $\mathbf n_b$. At wavevector $\mathbf q$ define $w_b=2(1-\cos\mathbf q\cdot\mathbf R_b)$. The squared frequencies are the eigenvalues of
$$
D=\frac1M\sum_b w_b\left[V''\,\mathbf n_b\mathbf n_b+\frac{V'}{r}\left(1-\mathbf n_b\mathbf n_b\right)\right].
$$
Under uniform strain $\mathbf q\cdot\mathbf R_b$ stays fixed, because wavevectors scale inversely to lengths. For the Hookean bond $V''=k$ is constant, while $d(V'/r)/d\ln r=k$ at $r=L$. Hence
$$
\frac{dD}{d\ln r}=\frac{k}{M}\sum_b w_b(1-\mathbf n_b\mathbf n_b)=S-D,\qquad S=\frac{k}{M}\sum_b w_b .
$$
Since $\mathbf n_b\mathbf n_b$ has unit trace, $S$ is the trace of the unstrained $D$, which is the sum of the three $\omega^2$ at $\mathbf q$. The eigenvectors of $D$ also diagonalize $S-D$, so $d\omega^2/d\ln r=S-\omega^2$. Volume varies as $r^3$, and the mode Grüneisen parameter is
$$
\gamma=-\frac{d\ln\omega}{d\ln(\text{volume})}=-\frac{1}{6\omega^2}\frac{d\omega^2}{d\ln r}=\frac16\left(1-\frac{S}{\omega^2}\right).
$$
It is negative for every vibration with $\mathbf q\neq0$, because $S-\omega^2$ is the sum of the other two squared frequencies.

Weighting by $\omega^2$ gives $(S-3S)/(6S)=-1/3$ at each wavevector. The unweighted mean cannot lie above this value: the mean of $1/\omega^2$ is at least the inverse of the mean of $\omega^2$, which is $3/S$, so $\langle\gamma\rangle\le(1-3)/6=-1/3$. For a large crystal $\langle S/\omega^2\rangle=3.589$, and $\langle\gamma\rangle=(1-3.589)/6=-0.432$. In the 64-atom crystal the formula and the numerically strained force constants both give $-0.4365$.

## Thermal tension and contraction

Hold the cell fixed and let the atoms move classically. All atoms are equivalent, so the mean relative displacement of two neighbours is zero and $\langle l\rangle=0$. The mean extension is nevertheless positive at leading order in temperature:
$$
\langle r-L\rangle=\frac{\langle t^2\rangle}{2L}.
$$
Transverse motion puts the bonds under tension, which pulls the crystal inward. To obtain the pressure $P$ of $N$ atoms in volume $\Omega$, use the virial formula with $6N$ bonds:
$$
P\Omega=Nk_BT-\frac13\,6N\langle V'r\rangle .
$$
Since $V'r=kL(r-L)+k(r-L)^2$, its leading mean is $k\langle t^2\rangle/2+k\langle l^2\rangle$. The harmonic energy $\sum kl^2/2$ has mean $3Nk_BT/2$ by equipartition, so $k\langle l^2\rangle=k_BT/2$. Then
$$
P\Omega=Nk_BT-Nk\langle t^2\rangle-Nk_BT=-Nk\langle t^2\rangle .
$$
The classical vibrational free energy $k_BT\sum\ln(\hbar\omega/k_BT)$ gives $P\Omega=3Nk_BT\langle\gamma\rangle$. Both expressions are the pressure of the same crystal at leading order in temperature, so $k\langle t^2\rangle=-3k_BT\langle\gamma\rangle$. In a finite cell with its centre of mass fixed, the right-hand side carries a factor $(N-1)/N$.

Thermal sampling of the full nonlinear energy tests this. At 30 K, 64 atoms have a sampled mean extension of $2.057\times10^{-4}$ Å, in agreement with the formula; the last digit varies by a few units from one set of random draws to another. The sampled pressure corresponds to $\langle\gamma\rangle=-0.4362$ at 30 K and $-0.4359$ at 300 K, against $-0.4365$ at leading order. The sampled values scatter by about 0.15 % between sets of random draws, so the deviation at 300 K, about 0.1 %, is not by itself a measure of higher orders. The next order in temperature reduces $|\langle\gamma\rangle|$ at fixed cell by 0.09 % at 300 K.

For the large crystal at 300 K the rms total transverse displacement is 0.1056 Å. The mean extension is $(0.1056)^2/(2\times2.7)=0.00207$ Å and the mean tension, $k$ times this, is 6.2 meV/Å.

If the cell is free, it shrinks until elastic pressure balances this pull. With linear strain $\epsilon$ the static energy per atom is $6\times\tfrac12kL^2\epsilon^2$, and $\epsilon$ is one third of the logarithmic volume strain. Two derivatives with respect to the latter give, for bulk modulus $B$ and atomic volume $v$,
$$
Bv=\frac{2kL^2}{3}=\frac{2(3.0)(2.7)^2}{3}=14.58\ \text{eV}.
$$
The volume strain is $P/B=3k_BT\langle\gamma\rangle/(Bv)$. One third of it, divided by $T$, is the linear expansion coefficient
$$
\alpha=\frac{k_B\langle\gamma\rangle}{Bv}=-2.55\times10^{-6}\ \text{K}^{-1}.
$$
Minimizing the free energy of the 64-atom crystal at 30 K gives a strain of $-7.62\times10^{-5}$, as does the corresponding formula.

## Beside a real metal

The parameters are rough values for rhodium, an fcc metal, with mass 103 u. Real rhodium expands at room temperature, whereas this model contracts. Within a model of nearest-neighbour pair bonds, the assumption responsible for the wrong sign is $V'''=0$; the cohesion of a real metal is not a sum of such bonds. Restoring $V'''$ adds $(LV'''/k)D$ to $dD/d\ln r$, so that
$$
\gamma=-\frac16\left(\frac{LV'''}{k}+\frac{S}{\omega^2}-1\right).
$$
A Morse bond with decay constant $\beta$ has $V'''=-3\beta k$. For a rough $\beta=1.5$ Å$^{-1}$ this is $-13.5$ eV/Å$^3$, about 12 times $k/L$ in magnitude. Then $\langle\gamma\rangle=(12.15-3.589+1)/6=1.59$ and, at leading order in temperature, $\alpha=+9.4\times10^{-6}$ K$^{-1}$. Higher orders raise this classical value by about 3 % at 300 K. With $k$ and $L$ fixed, the classical expansion changes sign at $\beta=2.589/(3\times2.7)=0.32$ Å$^{-1}$.

Two further corrections can be estimated, and neither changes the sign of the Hookean result. Quantum statistics at 300 K changes the Hookean coefficient to $-2.43\times10^{-6}$ K$^{-1}$ when frequencies and Grüneisen parameters are taken from the unstrained crystal; letting them follow the contracted cell shifts this by about 1 %, to $-2.46\times10^{-6}$ K$^{-1}$. The model's bulk modulus is 168 GPa against roughly 270 GPa for rhodium, a shortfall of 38 %. A larger $k$ would remove it, since $B$ is proportional to $k$ at fixed $L$, but would also raise every frequency by about 27 %. Using the larger modulus at fixed $\langle\gamma\rangle$ and $v$ would reduce the contraction to about $1.6\times10^{-6}$ K$^{-1}$. Heat conduction by electrons is outside the model, and no thermal conductivity follows from these numbers. The numerical output below lists the main values.

## Values computed for the example and the checks

```
bond stiffness k = 3.0 eV/A^2; length L = 2.7 A
atomic mass = 103 u; temperature = 300 K
cubic constant k/L = 1.1111 eV/A^3
  the same = 1.780e+11 N/m^2
crystal cubic constant, finite difference = 1.1111 eV/A^3
example displacement: l = 0.07 A, t = 0.11 A
  full bond energy = 7.8156 meV
  quadratic part = 7.3500 meV
  cubic part = 0.4706 meV
  quartic part = -0.0047 meV
atoms in periodic test crystal = 64
leak after 3 periods, rms 0.005 A = 9.773e-06
leak after 3 periods, rms 0.010 A = 3.909e-05
  ratio of the two leaks = 4.000
leak with zero natural length = 4.5e-24
w^2-weighted mean gamma = -0.33333
mean gamma, test crystal, formula = -0.4365
mean gamma, test crystal, strained Hessian = -0.4365
mean gamma, sampled pressure, 30 K = -0.4362
mean gamma, sampled pressure, 300 K = -0.4359
mean extension, sampled, 30 K = 2.057e-04 A
mean extension, formula, 30 K = 2.057e-04 A
strain at free-energy minimum, 30 K = -7.622e-05
strain from formula, 30 K = -7.619e-05
large crystal: mean S/w^2 = 3.589
large crystal: classical mean gamma = -0.432
highest frequency = 7.55 THz
rms longitudinal displacement, 300 K = 0.0656 A
rms total transverse displacement, 300 K = 0.1056 A
mean bond extension, 300 K, fixed cell = 0.00207 A
mean bond tension, 300 K = 6.20 meV/A
B times atomic volume = 14.58 eV
classical linear expansion = -2.55 1e-6/K
neglected effects:
Morse decay constant (rough) = 1.5 1/A
  Morse cubic constant V''' = -13.50 eV/A^3
  |V'''| over k/L = 12.15
  classical mean gamma with Morse bond = 1.593
  linear expansion with Morse bond = 9.42 1e-6/K
  decay constant where expansion is zero = 0.320 1/A
quantum heat capacity / classical, 300 K = 0.942
  heat-weighted mean gamma, 300 K = -0.437
  quantum Hookean expansion = -2.43 1e-6/K
higher orders, 300 K: gamma change = -0.1 %
model bulk modulus = 168 GPa
rough rhodium bulk modulus (input) = 270 GPa
  share missing from the model = 38 %
```
